Why an adatom on graphene favours nearby opposite-sublattice sites in Hückel theory

**Q:** I functionalise graphene before growing a dielectric on it. Once one adatom has bonded to a carbon, why should the next one care which carbon it takes? They were all equivalent.

**A:** They were equivalent while the sheet was intact. A covalent bond changes the π electrons around it, and the next bond must be made in that changed system.

In the nearest-neighbour Hückel model each carbon contributes one p_z orbital at energy zero and one electron. Neighbouring orbitals are coupled by −t, with t > 0. When a carbon binds an adatom it becomes sp³: its p_z orbital and electron go into the new σ bond. For the π system, attachment means deleting one site and one electron.

I take the σ-bond energy to be the same at every carbon. Then two sites differ in the π energy lost by deletion, which I call the removal cost. “Favourable” will mean a lower final energy. Whether the barrier is lower too is a separate question.

**Q:** How do you get the π energy?

**A:** Graphene is bipartite: every A carbon has B neighbours and every B carbon has A neighbours. If amplitudes (a, b) on the two sublattices solve the problem at energy e, then (a, −b) solves it at −e, because each hopping term changes sign relative to the amplitude it acts on. Levels therefore come in pairs ±e, apart from levels at zero.

With one electron per site the negative levels are doubly filled, and any electrons at zero add nothing:

E_π = 2 Σ_(e<0) e = −Σ_k |e_k|.

Deletion leaves the network bipartite and half filled, so the formula still holds afterwards.

**Q:** Is there a molecule small enough to do by hand?

**A:** Benzene. Its levels are ±2t, ±t, ±t, so E_π = −8t. Deleting one carbon leaves a five-site chain with levels ±√3t, ±t, 0 and E_π = −2(√3 + 1)t = −5.464t. The first removal costs 2.536t. The second depends on position:

- Ortho leaves a four-site chain: E_π = −2√5t = −4.472t, cost 0.992t.
- Meta leaves a lone site and a three-site chain: E_π = −2√2t = −2.828t, cost 2.636t.
- Para leaves two separate double bonds: E_π = −4t, cost 1.464t.

Ortho and para lie on the sublattice opposite to the first site, and are much cheaper than the first removal. Meta lies on the same sublattice and is slightly dearer.

**Q:** What has the first adatom left behind that makes the difference?

**A:** An unpaired electron on the opposite sublattice. Delete one A site from a sheet with equal numbers of A and B sites. A zero-energy state living on B must satisfy one equation at each remaining A site: the amplitudes on its neighbours sum to zero. There is one more B amplitude than there are equations, so a non-zero solution exists. This is the zero mode, and it holds one electron.

If the second adatom takes a B carbon where the zero mode has weight, the counts are equal again and that state is gone. In bonding language, the unpaired electron has been used. If the second adatom takes an A carbon, B has two extra sites and there are two zero modes. On the sheet, deletion of the first, second and third neighbours leaves 0, 2 and 0 zero modes; the second neighbour is the A site.

**Q:** So the zero-mode weight is the energy gain?

**A:** No. In the five-site chain the zero mode has amplitudes proportional to 1, 0, −1, 0, 1, so both ortho sites and the para site have weight 1/3. Yet the ortho and para costs differ by 0.472t. The other levels matter as well, and we need an expression containing all of them.

Define the interaction energy of sites i and j as

E_int = E(i and j deleted) − E(i deleted) − E(j deleted) + E(intact).

The cost of the second removal is the cost of removing j from an intact sheet plus E_int. Negative E_int means that the first adatom helps the second.

**Q:** How do you sum over all levels without finding them again for every pair?

**A:** Turn |e| into an integral. Integration by parts, with a vanishing boundary term, gives

∫₀^∞ ln(1 + e²/y²) dy = ∫₀^∞ 2e²/(y² + e²) dy = π|e|.

Let H be the hopping matrix with N sites and D(y) = det(iy − H). Since |iy − e|² = y² + e²,

Σ_k ln(1 + e_k²/y²) = 2 ln(|D|/y^N),

and therefore

Σ_k |e_k| = (2/π) ∫₀^∞ ln(|D|/y^N) dy.

Now let D_i and D_ij be the determinants after deletion. In E_int the powers of y cancel, because (N − 2) − 2(N − 1) + N = 0. What remains is

E_int = −(2/π) ∫₀^∞ ln |D_ij D/(D_i D_j)| dy.

**Q:** That still contains deleted matrices.

**A:** They can be eliminated with the Green function of the intact sheet, G = (iy − H)⁻¹. Split iy − H into a set S of sites to be deleted and the rest R. Block elimination gives

det(iy − H) = det(R block) × det(Schur complement on S),

and the S block of G is the inverse of that Schur complement. Hence

det(G on S) = det(R block)/det(iy − H).

For one site, D_i/D = G_ii. For two, D_ij/D = G_ii G_jj − G_ij G_ji. Substitution gives

E_int = −(2/π) ∫₀^∞ ln |1 − G_ij G_ji/(G_ii G_jj)| dy.

The single removal cost follows in the same way. One power of y survives:

cost = −(2/π) ∫₀^∞ ln(y|G_ii|) dy.

It is positive, since y|G_ii| is a weighted average of y²/(y² + e_k²), which cannot exceed 1.

**Q:** Where does the sublattice enter?

**A:** Through the phase of G. Because (iy − H)(iy + H) = −(y² + H²),

G = −(iy + H)(y² + H²)⁻¹.

H² takes two hops and returns to the same sublattice, while H changes sublattice. So G_ij is imaginary within a sublattice and real between sublattices.

Write G_ii = −i g_i. Here g_i > 0, since y² + H² is a positive matrix. The product G_ii G_jj equals −g_i g_j.

For opposite sublattices put G_ij = G_ji = h, a real number. Then

1 − G_ij G_ji/(G_ii G_jj) = 1 + h²/(g_i g_j) ≥ 1.

The logarithm is non-negative, so E_int ≤ 0.

For the same sublattice put G_ij = G_ji = −i s. The product is −s², and

1 − G_ij G_ji/(G_ii G_jj) = 1 − s²/(g_i g_j).

This lies between 0 and 1, because the off-diagonal element of a positive matrix obeys s² < g_i g_j. The logarithm is non-positive, so E_int ≥ 0.

Within this model, then, opposite sublattices attract and equal sublattices repel at any separation, unless the coupling vanishes. The proof uses a bipartite network and half filling; it does not use the honeycomb shape.

**Q:** Can I see the formula work in a trivial case?

**A:** Take one isolated double bond. There g = y/(y² + t²) for both sites and h = t/(y² + t²), so h²/g² = t²/y². The integral gives

E_int = −(2/π) × πt = −2t.

Directly, the intact pair has energy −2t and the other three terms are zero, which agrees.

For graphene I compared the integral with explicit deletion and diagonalization at every site of a periodic sheet of 128 carbons. The largest difference was 3.3×10⁻¹⁰ t.

**Q:** And the zero mode? It has disappeared from your formula.

**A:** It sits at the low-y end. For a finite sheet without levels at zero, G(0) = −H⁻¹, so

Σ_l H_kl G_li(0) = −δ_ki.

Read G_li(0) as an amplitude φ_l. It lives on B when i is on A, and satisfies the zero-energy equation at every site except i. Site i is the one we delete, so φ is the zero mode. As y → 0, h² becomes φ_j²: a B carbon with large zero-mode weight has a large numerator in its energy integral. The zero mode is the low-energy part of the attraction, not an extra term to be added.

**Q:** Why is the weight large close to the adatom?

**A:** At k = i the equation reads −t(φ₁ + φ₁ + φ₁) = −1, by threefold symmetry, so each nearest neighbour has φ₁ = 1/(3t).

Next take an A carbon that is a second neighbour of the adatom site. With d the bond length, its B neighbours lie at distances d, 2d and √7d from the adatom site. Their amplitudes must cancel:

φ₁ + φ(2d) + φ(√7d) = 0.

The computed weights relative to the nearest neighbour are 0.684 and 0.030. Their square roots, 0.827 and 0.173, add to 1.000, as this condition requires when both amplitudes are opposite in sign to φ₁.

Far away, write φ as a slowly varying envelope F times the wave at a corner of the Brillouin zone. The three neighbours of an A site, in directions θ = 0, 2π/3, 4π/3 for a suitable choice of axes and corner, then carry phases e^(iθ). These sum to zero, so the first gradient decides:

Σ_θ e^(iθ)(cos θ ∂_x + sin θ ∂_y)F = (3/2)(∂_x + i∂_y)F = 0.

The leading decaying solution is F ∝ 1/(x + iy), where y is now a coordinate. The other corner gives the complex conjugate. The amplitude therefore falls as 1/r, with an interference pattern from the two corners. The integral of 1/r² over the plane grows logarithmically with sheet size, so the state is only quasi-localised.

**Q:** Give me numbers for graphene.

**A:** I use the rough values t = 2.7 eV and d = 0.142 nm, on a periodic sheet of 125,000 carbons. The first removal costs 2.7475t = 7.42 eV. This is lost π energy, not an adsorption energy; the σ bond has to repay it.

For the nearest B carbon, E_int = −1.003t, so

E_int = −1.003 × 2.7 eV = −2.71 eV,
second cost = 7.42 − 2.71 = 4.71 eV.

The first eight shells are:

- 0.142 nm, B: −2.71 eV
- 0.246 nm, A: +0.23 eV
- 0.284 nm, B: −1.28 eV
- 0.376 nm, B: −0.22 eV
- 0.426 nm, A: +0.22 eV
- 0.492 nm, A: +0.02 eV
- 0.512 nm, B: −0.52 eV
- 0.568 nm, B: −0.40 eV

Halving the sheet's linear size changes these values by at most 0.005 eV.

**Q:** The B site at 0.376 nm gains less than the one at 0.512 nm. So nearer is not always better?

**A:** Correct. The site at 0.376 nm has a relative zero-mode weight of 0.030, against 0.171 at 0.512 nm: it lies near a minimum of the interference pattern. Over the 63 B sites within 1 nm, the rank correlation between weight and gain is 0.96. The weight is thus a good guide to the order, though not a formula for the energy.

“Nearby” describes the envelope. In a patch reaching 20 lattice cells each way, the largest gain is 0.25 eV beyond 1 nm and 0.09 eV beyond 2 nm.

**Q:** My sheet is doped and hot. Does that spoil it?

**A:** It weakens the attraction at the nearest B sites, and farther out doping can turn it into a slight repulsion. To estimate the loss for a close pair, consider a discrete level at zero, with chemical potential μ measured from the Dirac point. Its grand potential is

−2kT ln(1 + e^(μ/kT)) = −μ − 2kT ln[2 cosh(μ/2kT)].

The terms linear in μ cancel in E_int when all levels are counted, because the site numbers cancel. Two separate adatoms have two such levels and a close A–B pair has none. On this estimate the pair loses

4kT ln[2 cosh(μ/2kT)].

At 473 K, kT = 0.0408 eV. For μ = 0 the loss is 4kT ln 2 = 0.11 eV; the full calculation gives 0.10 eV, of which about 0.005 eV is due to the finite sheet. In this model a carrier density of 10¹³ cm⁻² puts the zero-temperature Fermi level at 0.322 eV, which I use for μ; a Fermi velocity of 10⁶ m/s, closer to real graphene than the model's 0.87×10⁶ m/s, would give 0.37 eV. At 473 K the same density gives 0.313 eV, which would change the interaction energy below by about 0.01 eV. Then μ is much larger than kT and the estimate tends to 2μ = 0.64 eV. The full calculation gives 0.097 + 0.385 = 0.48 eV for the nearest neighbour, leaving E_int = −2.23 eV. The estimate counts only the levels at zero, which stay exactly there in this model. The difference comes from all the other levels, which the deletions also shift and the estimate leaves out.

Doping also removes the guarantee on the sign. I took twelve sites, six per sublattice, with random hoppings between 0.2 and 1.5 in arbitrary units. At half filling all 66 pairs obeyed the rule. With the chemical potential at 0.8, 12 pairs broke it.

**Q:** What else does the model leave out that could matter in my reactor?

**A:** I sized four effects, each alone, on small periodic sheets. The parameters are rough, and not every shift is converged with sheet size. Going from 200 to 1,250 carbons moves the second-neighbour-hopping shifts by up to 0.07 eV, and they are still drifting. Going from 128 to 338 carbons moves the repulsion shifts by up to about 0.02 eV. I then added each shift to the E_int of the large sheet. The resulting values below are for the first B, the first A and the second B shell, in that order:

- Second-neighbour hopping of 0.27 eV: −2.61, +0.01, −1.20 eV.
- An adatom level at −1.0 eV coupled to its carbon by 5.4 eV, instead of complete deletion: −1.30, −0.01, −0.88 eV.
- On-site repulsion of 3.0 eV in unrestricted mean field: −2.58, +0.10, −1.16 eV.
- Out-of-plane strain for adatoms on the same face: −2.54, +0.33, −1.20 eV.

The strain estimate assumes that a bonded carbon prefers to stand 0.05 nm above the mean height of its neighbours. Departures from the preferred shape cost a stiffness of 900 eV/nm², and a soft support adds 20 eV/nm². The strain repulsion depends on that support: making it ten times softer reduces the three shifts from 0.17, 0.11 and 0.08 eV to 0.06, 0.05 and 0.05 eV, and without a support they nearly vanish.

The second-neighbour-hopping and finite-coupling values above hold the electron number fixed on a sheet of 200 carbons. For an isolated pair on a large sheet the Fermi level stays at the Dirac point instead, and levels shifted away from it can exchange electrons with the sheet. The energies then become −2.23, +0.13, −0.83 eV for second-neighbour hopping and −1.06, +0.06, −0.65 eV for finite coupling; the charging energy of such a transfer is not in the model.

The finite adatom coupling is the largest correction. It cuts the nearest-neighbour gain to half or less and reduces the repulsion at the A site from 0.23 eV to between about zero and 0.06 eV. With each effect taken alone, both B shells remain more favourable than the A shell.

**Q:** And if I add all the corrections?

**A:** Adding the four listed shifts, plus heat and doping, gives about −0.43, −0.25 and −0.13 eV. The second B shell would then lose its advantage over the A site. With the large-sheet values for second-neighbour hopping and finite coupling, both B sums rise by a further 0.6 eV and the A sum by 0.2 eV, so the first B shell would lose it too.

That sum is not a reliable prediction, because the calculations make incompatible assumptions. For two A-site adatoms, those with second-neighbour hopping and finite coupling put two electrons in the lower of the two near-zero levels. The mean-field calculation puts one electron in each, with parallel spins. Their energy gains cannot both be claimed. Nor do the shifts simply add: on a sheet of 392 carbons, treating second-neighbour hopping and finite coupling together gives energies that differ by 0.08 to 0.20 eV from those found by adding their separate shifts. Still, the sum warns that the combined problem is unsettled, above all for the second B shell on a doped sheet. It needs one calculation containing all these effects.

**Q:** How should I read this for dielectric nucleation?

**A:** The clean basal plane offers few reactive sites to a growth precursor, which is why functional groups are introduced first. For groups that bind one carbon each, such as hydrogen, the model favours pairs on opposite sublattices over widely separated single groups. That could seed growth in clusters rather than evenly. The inference needs groups that can move to low-energy sites, or barriers that follow the final energies; neither has been shown here. An oxygen atom that bridges two neighbouring carbons is a different case, since it takes an A and a B site in one step.

The hopping and bond length are typical of graphene, and 10¹³ cm⁻² is a substantial but attainable doping. Of the assumptions tested here, complete removal of the p_z orbital matters most: relaxing it moves the nearest-neighbour result by 1.4 eV on the small sheet and 1.65 eV on a large one, for the parameters above. In-plane strain, crowding between bulky groups and precursor chemistry are missing too. I would therefore not use these energies to decide between the first and second B shells on a real sheet.

What the model does explain is the origin of the preference. The first bond leaves an unpaired π electron on the other sublattice, with its largest amplitudes near the adatom, and a second bond there can use it. The numerical output below gives the remaining shell and the individual shifts.

Values computed for the example and the checks

```
hopping t = 2.70 eV; C-C distance = 0.142 nm
temperature = 473 K; kT = 0.0408 eV
carrier density = 1.0e+13 cm^-2; Fermi level = 0.322 eV
benzene, first removal cost = 2.5359 t
benzene ortho: E_int = -1.5439 t, second removal cost = 0.9920 t
benzene meta: E_int = +0.0998 t, second removal cost = 2.6357 t
benzene para: E_int = -1.0718 t, second removal cost = 1.4641 t
small sheet: 128 carbons, largest |direct - integral| = 3.3e-10 t
random network at level 0.8: 12 of 66 pairs break the sign rule
large sheet: 125000 carbons
first removal cost = 2.7475 t = 7.418 eV
shell: distance nm, sublattice, E_int t, E_int eV, next cost eV, zero-mode weight / nearest
1: 0.142, B, -1.0030, -2.708, 4.710, 1.0000
2: 0.246, A, +0.0837, +0.226, 7.644, 0.0000
3: 0.284, B, -0.4740, -1.280, 6.139, 0.6839
4: 0.376, B, -0.0804, -0.217, 7.201, 0.0299
5: 0.426, A, +0.0806, +0.218, 7.636, 0.0000
6: 0.492, A, +0.0077, +0.021, 7.439, 0.0000
7: 0.512, B, -0.1937, -0.523, 6.895, 0.1710
8: 0.568, B, -0.1488, -0.402, 7.016, 0.1197
9: 0.619, B, -0.0957, -0.258, 7.160, 0.0578
largest change from half-size sheet, these shells = 0.0051 eV
rank correlation of B gain and zero-mode weight within 1 nm = 0.959 (63 sites)
largest B gain beyond 1 nm (searched patch) = 0.250 eV
largest B gain beyond 2 nm (searched patch) = 0.094 eV
zero modes after second removal, shells 1,2,3: 0 2 0
second-neighbour hopping = 0.27 eV; on-site repulsion = 3.0 eV
adatom coupling = 5.4 eV; adatom level = -1.0 eV
pucker stiffness = 900 eV/nm^2; support = 20 eV/nm^2; preferred pucker = 0.05 nm
shifts of E_int in eV for shells 1 (B), 2 (A), 3 (B):
temperature: +0.097, -0.001, +0.097
doping at that temperature: +0.385, -0.007, +0.379
second-neighbour hopping: +0.096, -0.217, +0.076
finite adatom coupling: +1.411, -0.236, +0.397
on-site repulsion: +0.124, -0.123, +0.124
out-of-plane strain, same face: +0.169, +0.105, +0.082
```
